# Phase Noise and Carrier Power of an Oscillator in a Phase-Locked Loop: a numerical check

```python
# Result under test: a phase phi obeying d(phi) = -K phi dt + sqrt(2 D) dW
# has stationary variance s = D/K, and the sharp carrier line of exp(i phi)
# holds the power fraction exp(-D/K).
# D: phase diffusion (free phase variance = 2 D t), K: loop restoring rate.
# Tests use the time unit 1/K (or 1/D where stated); the example uses SI units.
import numpy as np
from math import factorial
from scipy import constants
from scipy.integrate import quad, trapezoid
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.signal import lfilter
from scipy.special import ive, iv

rng = np.random.default_rng(12345)


def fokker_planck(s, points=301):
    """Central-difference generator for drift -phi and diffusion s (K = 1)."""
    phi = np.linspace(-7, 7, points) * np.sqrt(s)
    h = phi[1] - phi[0]
    middle = (phi[1:] + phi[:-1]) / 2
    flux = np.zeros((points + 1, points))      # end rows: no flux at the walls
    i = np.arange(points - 1)
    flux[i + 1, i] = -middle / 2 + s / h
    flux[i + 1, i + 1] = -middle / 2 - s / h
    return phi, -np.diff(flux, axis=0) / h


def field_correlation(t, s):
    return np.exp(-s * (1 - np.exp(-t)))


def pedestal(x, s):
    """Pedestal spectral density times K, at angular offset x = omega/K."""
    return np.exp(-s) * sum(s**n / factorial(n) * 2 * n / (n**2 + x**2)
                            for n in range(1, 40))


# --- Phase distribution, transient and field correlation from Fokker-Planck
for s in (0.1, 1.0):
    phi, generator = fokker_planck(s)
    system = generator.copy()
    system[-1] = 1.0
    rhs = np.zeros(len(phi))
    rhs[-1] = 1.0
    p = np.linalg.solve(system, rhs)
    variance_fp = p @ phi**2
    carrier_fp = abs(p @ np.exp(1j * phi))**2
    assert abs(variance_fp / s - 1) < 3e-3
    assert abs(carrier_fp - np.exp(-s)) < 2e-3
    start = np.zeros(len(phi))
    start[len(phi) // 2] = 1.0
    for t in (0.5, 1.5):
        step = expm(generator * t)
        transient = (step @ start) @ phi**2
        assert abs(transient / (s * (1 - np.exp(-2 * t))) - 1) < 5e-3
        phase_corr = phi @ (step @ (phi * p))
        assert abs(phase_corr / (s * np.exp(-t)) - 1) < 5e-3
        r = np.exp(-1j * phi) @ (step @ (np.exp(1j * phi) * p))
        assert abs(r - field_correlation(t, s)) < 2e-3
    if s == 0.1:
        fp_result = (variance_fp, carrier_fp)

# --- Carrier as the time average of one long simulated record
dt, steps = 0.01, 4_000_000
for s, tolerance in ((0.1, 0.004), (1.0, 0.02)):
    kicks = rng.standard_normal(steps) * np.sqrt(2 * s * dt)
    record = lfilter([1.0], [1.0, -(1 - dt)], kicks)
    carrier_record = abs(np.mean(np.exp(1j * record)))**2
    # tolerances: about five statistical deviations plus the finite-step bias
    assert abs(np.var(record) / s - 1) < 0.04
    assert abs(carrier_record - np.exp(-s)) < tolerance
    if s == 0.1:
        record_result = (np.var(record), carrier_record)

# --- Free linewidth from a two-valued random walk (time unit 1/D)
dt_walk = 1e-3
times = np.arange(20001) * dt_walk
walk_corr = np.cos(np.sqrt(2 * dt_walk))**np.arange(20001)
assert np.max(abs(walk_corr - np.exp(-times))) < 1e-3
half = trapezoid(walk_corr * np.cos(times), times) / trapezoid(walk_corr, times)
assert abs(half - 0.5) < 1e-3          # half power at omega = D: width D/pi in Hz

# --- Pedestal series against the transform of the decaying correlation
for s in (0.1, 1.0):
    for x in (0.0, 1.0, 3.0):
        direct = 2 * quad(lambda t: (field_correlation(t, s) - np.exp(-s))
                          * np.cos(x * t), 0, 40, limit=400)[0]
        assert abs(direct - pedestal(x, s)) < 1e-6
    total = quad(lambda x: pedestal(x, s), 0, np.inf)[0] / np.pi
    assert abs(total - (1 - np.exp(-s))) < 1e-6


# --- Sinusoidal detector: Fourier-mode equations (time unit 1/D, kappa = K/D)
def mode_matrix(kappa, shift, size=40):
    n = np.arange(-size, size + 1) + shift
    m = np.diag(-n**2).astype(float)
    m += np.diag(-n[:-1] * kappa / 2, 1) + np.diag(n[1:] * kappa / 2, -1)
    return m


for kappa in (2.0, 10.0):
    m = mode_matrix(kappa, 0.0)
    centre = 40
    m[centre] = 0.0
    m[centre, centre] = 1.0
    rhs = np.zeros(81)
    rhs[centre] = 1.0
    moment = np.linalg.solve(m, rhs)[centre + 1]
    assert abs(moment - ive(1, kappa) / ive(0, kappa)) < 1e-9
for kappa in (1.0, 2.0, 3.0):
    shift = 0.01
    slow = -np.max(np.linalg.eigvals(mode_matrix(kappa, shift)).real)
    assert abs(slow / shift**2 * iv(0, kappa)**2 - 1) < 2e-3


# --- Variance relative to D/K from the frequency-noise spectrum
def variance_ratio(theta=0.0, shape=None, lower=2e-6):
    """theta = K * delay; shape(x): frequency noise relative to white 2D."""
    upper = 1e3
    x = np.geomspace(lower, upper, 400_000)
    g = np.ones_like(x) if shape is None else shape(x)
    body = trapezoid(g / abs(1j * x + np.exp(-1j * x * theta))**2, x)
    return 2 / np.pi * (body + g[-1] / upper)


def delay_factor(theta):
    return (1 + np.sin(theta)) / np.cos(theta)


for theta in (0.0, 0.1, 0.4, 0.9):
    assert abs(variance_ratio(theta) / delay_factor(theta) - 1) < 1e-4
best = minimize_scalar(lambda q: variance_ratio(q) / q, bounds=(0.3, 1.2),
                       method="bounded", options={"xatol": 1e-5})
theta_best = best.x
assert abs(theta_best - np.cos(theta_best)) < 2e-3

# --- Example: vortex-type magnetic tunnel junction oscillator, rough values
f0, linewidth, f_loop = 300e6, 100e3, 500e3         # Hz
delay, f_amp, nu = 30e-9, 5e6, 2.0                  # s, Hz, coupling
f_flicker, window = 10e3, 1.0                       # Hz, s
power, temperature, noise_factor = 1e-7, 300.0, 2.0  # W, K, ratio
D, K = np.pi * linewidth, 2 * np.pi * f_loop
s = D / K
carrier = np.exp(-s)
theta = K * delay

gamma = f_amp / f_loop                              # amplitude rate over K
x_c, x_min = f_flicker / f_loop, 1 / (window * f_loop)


def amp_shape(x):
    return (1 + nu**2 * gamma**2 / (gamma**2 + x**2)) / (1 + nu**2)


amp_factor = (1 + nu**2 * gamma / (gamma + 1)) / (1 + nu**2)
assert abs(variance_ratio(0, amp_shape) / amp_factor - 1) < 1e-4
flicker_excess = x_c / np.pi * np.log(1 + 1 / x_min**2)
flicker_direct = variance_ratio(0, lambda x: x_c / x, x_min)
assert abs(flicker_direct / flicker_excess - 1) < 1e-4
combined = variance_ratio(theta, lambda x: amp_shape(x) + x_c / x, x_min)
amp_variance = D / (1 + nu**2) / (2 * np.pi * f_amp)

noise_density = constants.k * temperature * noise_factor / (2 * power)
receiver_variance = K * constants.k * temperature * noise_factor / (4 * power)
receiver_direct = noise_density * K / np.pi * quad(
    lambda x: 1 / (1 + x**2), 0, np.inf)[0]
assert abs(receiver_direct / receiver_variance - 1) < 1e-8

sine_carrier = (ive(1, K / D) / ive(0, K / D))**2
slip_rate = D / (2 * np.pi**2 * iv(0, K / D)**2)
level = 10 * np.log10(pedestal(0, s) / K / carrier)
f_needed = D / (-np.log(0.99)) / (2 * np.pi)
best_variance = D * delay * delay_factor(theta_best) / theta_best

print("TESTS at D/K = 0.1")
print(f"Fokker-Planck: variance {fp_result[0]:.5f} rad^2, carrier {fp_result[1]:.5f}")
print(f"Long record: variance {record_result[0]:.4f} rad^2, carrier {record_result[1]:.4f}")
print("INPUTS (rough typical values)")
print(f"Oscillator frequency: {f0/1e6:.0f} MHz")
print(f"Free linewidth (full width): {linewidth/1e3:.0f} kHz")
print(f"Loop corner K/2pi: {f_loop/1e3:.0f} kHz")
print(f"Loop delay: {delay*1e9:.0f} ns")
print(f"Amplitude relaxation Gamma/2pi: {f_amp/1e6:.0f} MHz; coupling nu: {nu:.0f}")
print(f"Flicker corner: {f_flicker/1e3:.0f} kHz; observation time: {window:.0f} s")
print(f"Output power: {power*1e6:.1f} uW; temperature: {temperature:.0f} K")
print(f"Receiver noise factor: {noise_factor:.0f}")
print("IDEAL LOOP")
print(f"D: {D:.4e} 1/s")
print(f"K: {K:.4e} 1/s")
print(f"Loop corner / oscillator frequency: {f_loop/f0:.5f}")
print(f"Phase variance D/K: {s:.4f} rad^2")
print(f"Rms phase: {np.sqrt(s):.4f} rad = {np.degrees(np.sqrt(s)):.2f} degrees")
print(f"Mean field amplitude exp(-D/2K): {np.exp(-s/2):.4f}")
print(f"Carrier power fraction: {carrier:.4f} = {10*np.log10(carrier):.3f} dB")
print(f"Pedestal power fraction: {1-carrier:.4f}")
print(f"Pedestal density at line centre: {level:.2f} dBc/Hz")
print("NEGLECTED EFFECTS")
print(f"Sinusoidal detector, carrier fraction: {sine_carrier:.4f}")
print(f"Phase slips: {slip_rate:.3e} 1/s, one per {1/slip_rate:.0f} s")
print(f"K*delay: {theta:.4f}; variance factor from delay: {delay_factor(theta):.4f}")
print(f"Variance factor from amplitude coupling: {amp_factor:.4f}")
print(f"Relative amplitude variance: {amp_variance:.4f}")
print(f"Relative excess variance from flicker: {flicker_excess:.4f}")
print(f"Receiver-noise variance: {receiver_variance:.2e} rad^2")
print(f"Delay+coupling+flicker: variance factor {combined:.4f}")
print(f"Delay+coupling+flicker: variance {combined*s:.4f} rad^2")
print(f"Delay+coupling+flicker: carrier fraction {np.exp(-combined*s):.4f}")
print("LOOP CORNER (kHz), D/K (rad^2), carrier; with delay: variance, carrier")
for corner in (100e3, 500e3, 2000e3):
    rate = 2 * np.pi * corner
    v = D / rate
    vd = v * delay_factor(rate * delay)
    print(f"{corner/1e3:.0f}, {v:.4f}, {np.exp(-v):.4f}; {vd:.4f}, {np.exp(-vd):.4f}")
print("DESIGN LIMIT")
print(f"Ideal loop corner for 99% carrier: {f_needed/1e6:.3f} MHz")
v99 = -np.log(0.99) * delay_factor(2 * np.pi * f_needed * delay)
print(f"Carrier at that corner with delay: {np.exp(-v99):.4f}")
print(f"Best K*delay: {theta_best:.3f}")
print(f"Best loop corner with delay: {theta_best/delay/(2*np.pi)/1e6:.2f} MHz")
print(f"Least variance with delay: {best_variance:.4f} rad^2")
print(f"Best carrier fraction with delay: {np.exp(-best_variance):.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
TESTS at D/K = 0.1
Fokker-Planck: variance 0.09995 rad^2, carrier 0.90489
Long record: variance 0.1013 rad^2, carrier 0.9036
INPUTS (rough typical values)
Oscillator frequency: 300 MHz
Free linewidth (full width): 100 kHz
Loop corner K/2pi: 500 kHz
Loop delay: 30 ns
Amplitude relaxation Gamma/2pi: 5 MHz; coupling nu: 2
Flicker corner: 10 kHz; observation time: 1 s
Output power: 0.1 uW; temperature: 300 K
Receiver noise factor: 2
IDEAL LOOP
D: 3.1416e+05 1/s
K: 3.1416e+06 1/s
Loop corner / oscillator frequency: 0.00167
Phase variance D/K: 0.1000 rad^2
Rms phase: 0.3162 rad = 18.12 degrees
Mean field amplitude exp(-D/2K): 0.9512
Carrier power fraction: 0.9048 = -0.434 dB
Pedestal power fraction: 0.0952
Pedestal density at line centre: -71.85 dBc/Hz
NEGLECTED EFFECTS
Sinusoidal detector, carrier fraction: 0.8998
Phase slips: 2.007e-03 1/s, one per 498 s
K*delay: 0.0942; variance factor from delay: 1.0990
Variance factor from amplitude coupling: 0.9273
Relative amplitude variance: 0.0020
Relative excess variance from flicker: 0.1671
Receiver-noise variance: 6.51e-08 rad^2
Delay+coupling+flicker: variance factor 1.1854
Delay+coupling+flicker: variance 0.1185 rad^2
Delay+coupling+flicker: carrier fraction 0.8882
LOOP CORNER (kHz), D/K (rad^2), carrier; with delay: variance, carrier
100, 0.5000, 0.6065; 0.5095, 0.6008
500, 0.1000, 0.9048; 0.1099, 0.8959
2000, 0.0250, 0.9753; 0.0368, 0.9639
DESIGN LIMIT
Ideal loop corner for 99% carrier: 4.975 MHz
Carrier at that corner with delay: 0.9698
Best K*delay: 0.739
Best loop corner with delay: 3.92 MHz
Least variance with delay: 0.0289 rad^2
Best carrier fraction with delay: 0.9715
ALL CHECKS PASSED
```
